# When a stored autocatalytic precursor decomposes fastest

A liquid precursor for atomic layer deposition is often kept warm for weeks in a canister, so that its vapour pressure is high enough for delivery. Suppose that it decomposes slowly by itself, and that a decomposition product which stays in the liquid speeds up further decomposition. If this effect is strong enough, the loss starts slowly, accelerates, and dies away when little precursor is left. The problem is to find when the loss is fastest, and what that time says about storage.

The liquid is taken to be well mixed, at constant temperature and constant volume. Nothing is drawn off, except that gaseous by-products may escape. Each decomposed molecule leaves one molecule of catalytic product in the liquid, and no reverse reaction occurs. Time is measured in days, the natural unit for storage.

## (a) The rate equation

**Question.** Let $c$ be the precursor concentration, $c_0$ its initial value and $p$ the concentration of retained product, with $p=0$ at $t=0$. The uncatalysed channel has rate $k_1c$ and the catalysed channel has rate $k'cp$. Write the equation for the converted fraction $x=1-c/c_0$, and show that $x$ rises steadily from 0 towards 1.

**Solution.** Both channels consume precursor, so

$$\frac{dc}{dt}=-k_1c-k'cp .$$

By definition $c=c_0(1-x)$. One product molecule remains for each precursor molecule lost, so $p=c_0-c=c_0x$. Substitution gives

$$-c_0\frac{dx}{dt}=-k_1c_0(1-x)-k'c_0^2\,x(1-x).$$

Divide by $-c_0$ and define $k_2=k'c_0$:

$$\frac{dx}{dt}=(k_1+k_2x)(1-x)\equiv f(x),\qquad x(0)=0. \tag{1}$$

Both $k_1$ and $k_2$ are inverse times, so they can be compared directly. The constant $k_2$ contains the initial concentration: diluting the precursor in an inert solvent would lower $k_2$ but not $k_1$, if the solvent leaves $k_1$ and $k'$ unchanged.

For $k_1>0$, $k_2>0$ and $0\le x<1$, both factors of $f$ are positive, so $x$ increases. The value $x=1$ is a stationary solution of (1). Since $f$ is a smooth function, two different solutions cannot meet, and $x$ approaches 1 without reaching it in finite time. Each conversion between 0 and 1 is therefore passed once, and conversion can serve as a clock.

## (b) The conversion at which the rate peaks

**Question.** Under what condition does the rate rise before it falls? Find the conversion $x_*$ and the rate $R$ at the maximum.

**Solution.** Differentiate the rate with respect to time by the chain rule:

$$\frac{d^2x}{dt^2}=f'(x)\frac{dx}{dt}=f'(x)f(x).$$

Expanding the product in (1),

$$f(x)=k_1+(k_2-k_1)x-k_2x^2,\qquad f'(x)=k_2-k_1-2k_2x .$$

Because $f>0$, the rate rises while $f'>0$ and falls once $f'<0$. The slope $f'$ decreases steadily with $x$ and vanishes at

$$x_*=\frac{k_2-k_1}{2k_2}. \tag{2}$$

This conversion is reached after the start if $x_*>0$, that is, if $k_2>k_1$. The sign of $f'$ then changes once, from plus to minus, and the rate has a single maximum. If $k_2\le k_1$, then $f'<0$ for every $x>0$ and the rate is greatest at $t=0$.

The condition can be read from the initial slope $f'(0)=k_2-k_1$. Converting a small fraction $\delta x$ adds $k_2\,\delta x$ to the rate by supplying catalyst, and removes $k_1\,\delta x$ by using up precursor. Acceleration requires the gain to exceed the loss.

For the height, evaluate both factors of $f$ at $x_*$:

$$k_1+k_2x_*=k_1+\frac{k_2-k_1}{2}=\frac{k_1+k_2}{2},$$

$$1-x_*=\frac{2k_2-k_2+k_1}{2k_2}=\frac{k_1+k_2}{2k_2}. \tag{3}$$

Their product is

$$R=\frac{(k_1+k_2)^2}{4k_2}. \tag{4}$$

For $k_2\gg k_1$ the peak lies near half conversion and its height is near $k_2/4$: the product $x(1-x)$ of catalyst and remaining precursor is largest when the two are equal.

## (c) The time of the maximum

**Question.** Find the time $t(x)$ needed to reach a conversion $x$, and from it the time $t_*$ of the maximum for $k_2>k_1$.

**Solution.** Separating variables in (1) gives

$$t(x)=\int_0^x\frac{dy}{(k_1+k_2y)(1-y)} .$$

To split the integrand, note that

$$k_2(1-y)+(k_1+k_2y)=k_1+k_2 .$$

Dividing this identity by $(k_1+k_2)(k_1+k_2y)(1-y)$ gives

$$\frac{1}{(k_1+k_2y)(1-y)}=\frac{1}{k_1+k_2}\left[\frac{k_2}{k_1+k_2y}+\frac{1}{1-y}\right].$$

The first term in the bracket integrates to $\ln(k_1+k_2y)$ and the second to $-\ln(1-y)$. At the lower limit these are $\ln k_1$ and 0, so

$$t(x)=\frac{1}{k_1+k_2}\ln\frac{k_1+k_2x}{k_1(1-x)}. \tag{5}$$

Now put $x=x_*$. By (3), the ratio of the two factors is

$$\frac{k_1+k_2x_*}{1-x_*}=\frac{k_1+k_2}{2}\cdot\frac{2k_2}{k_1+k_2}=k_2 ,$$

and therefore

$$t_*=\frac{\ln(k_2/k_1)}{k_1+k_2}. \tag{6}$$

Two limits show how the constants act. As $k_2$ falls to $k_1$, the logarithm vanishes and $t_*\to0$, which joins without a jump, though with a change of slope, to the case where the rate is greatest at the start. As $k_1\to0$ at fixed $k_2$, $t_*$ grows without bound, but only logarithmically. At $k_1=0$ the pure liquid never starts to decompose in this model, because nothing makes the first catalyst.

At fixed $k_1$, a larger $k_2$ does not necessarily bring the maximum forward. With $r=k_2/k_1$, equation (6) reads $k_1t_*=\ln r/(1+r)$, whose derivative has the sign of $1+1/r-\ln r$. This is positive at $r=3$ and negative at $r=4$, and it decreases steadily with $r$. The peak time thus first grows with $k_2$, because the peak moves to higher conversion, and beyond a ratio between 3 and 4 it shrinks, because the reaction is faster.

## (d) The shape of the rate pulse

**Question.** Express $x$ and $dx/dt$ in terms of $t-t_*$, and find the full width of the pulse at half its maximum.

**Solution.** Equation (2) gives $k_2-k_1=2k_2x_*$. Completing the square in $f$,

$$f=k_1+2k_2x_*x-k_2x^2=k_1+k_2x_*^2-k_2(x-x_*)^2 .$$

The constant part is the value of $f$ at $x_*$, which is $R$. Let $A=(k_1+k_2)/(2k_2)$, so that $R=k_2A^2$, and define $v=(x-x_*)/A$. Then

$$A\frac{dv}{dt}=R(1-v^2),\qquad \frac{R}{A}=k_2A=\frac{k_1+k_2}{2}.$$

From (2), $x_*+A=1$, so $v<1$ throughout. At the start $v=-(k_2-k_1)/(k_2+k_1)>-1$. With $|v|<1$ and $v=0$ at $t_*$, integration gives $\operatorname{artanh}v=(k_1+k_2)(t-t_*)/2$, or

$$x=x_*+A\tanh\frac{(k_1+k_2)(t-t_*)}{2}. \tag{7}$$

Since $dx/dt=R(1-v^2)$,

$$\frac{dx}{dt}=R\,\operatorname{sech}^2\frac{(k_1+k_2)(t-t_*)}{2}. \tag{8}$$

The pulse is symmetric about $t_*$, apart from being cut off at $t=0$. Half height requires $\cosh^2=2$, so the argument is $\pm\operatorname{arcosh}\sqrt2$. The two times differ by

$$\Delta t=\frac{4\operatorname{arcosh}\sqrt2}{k_1+k_2}, \tag{9}$$

provided that the earlier one lies after $t=0$.

## (e) A charge that already contains product

**Question.** Let a fraction $x_0$ of the charge be catalytic product at $t=0$. How does the peak time change?

**Solution.** Let $x$ now be the product fraction of precursor and product together, and let $k_2$ contain their total concentration. Equation (1) still holds, with $x(0)=x_0$. The time to reach $x_*$ is then $t(x_*)-t(x_0)$, with $t(x)$ from (5):

$$t_*(x_0)=\frac{1}{k_1+k_2}\ln\frac{k_2(1-x_0)}{k_1+k_2x_0},\qquad x_0<x_*. \tag{10}$$

The charge behaves like a pure one that has already aged for $t(x_0)$. If $x_0\ge x_*$, the rate falls from the start. Initial product matters once $k_2x_0$ is comparable with $k_1$, which for $k_2\gg k_1$ is a very small fraction.

## (f) A heated canister

**Question.** Take a canister at 350 K with $k_1=1.0\times10^{-4}$ per day and $k_2=0.050$ per day. Find the time, conversion, height and width of the peak. When does conversion reach 1%, taken here as a purity limit? How sensitive is the peak to initial product and to $k_1$?

**Solution.** The ratio $k_2/k_1$ is 500 and the sum is 0.0501 per day. Thus

$$t_*=\frac{\ln500}{0.0501}=\frac{6.2146}{0.0501}=124\ \text{days}.$$

The conversion at the peak is $x_*=0.0499/0.100=0.499$. The peak rate is $R=0.0501^2/0.200=0.01255$ per day, about 126 times the initial rate $k_1$. Equation (9) gives a width of 70 days. Half of this is less than $t_*$, so both half-height points do occur.

For the purity limit, equation (5) gives

$$t(0.01)=\frac{1}{0.0501}\ln\frac{6.0\times10^{-4}}{0.99\times10^{-4}}=36\ \text{days},$$

or 29% of the peak time. The time of fastest decomposition is therefore no measure of shelf life: half the precursor is gone by then. The initial rate alone is misleading too, since at $10^{-4}$ per day the limit would seem to lie about 100 days away. By day 36 the catalysed channel has raised the rate to $(6.0\times10^{-4})(0.99)=5.9\times10^{-4}$ per day, about six times its initial value.

An initial product fraction of 0.001 gives $k_2x_0=0.5\times10^{-4}$ per day, half of $k_1$. Equation (10) then puts the peak at 116 days, 8 days earlier. Doubling $k_1$ at fixed $k_2$ moves it to 110 days. The shift is close to $\ln2/(k_1+k_2)$, because $k_1$ acts mainly through the logarithm.

## (g) Temperature

**Question.** Let the two constants have activation energies $E_1=1.4$ eV and $E_2=1.1$ eV. How does the peak time respond to an error in the canister temperature, and what is gained by storage at 330 K?

**Solution.** With the values of part (f) at $T_0=350$ K,

$$k_i(T)=k_i(T_0)\exp\left[-\frac{E_i}{k_B}\left(\frac1T-\frac1{T_0}\right)\right],\qquad \frac{d\ln k_i}{dT}=\frac{E_i}{k_BT^2}.$$

Write $L=\ln(k_2/k_1)$, so that $\ln t_*=\ln L-\ln(k_1+k_2)$. Differentiating,

$$\frac{d\ln t_*}{dT}=-\frac{1}{k_BT^2}\left[\frac{k_1E_1+k_2E_2}{k_1+k_2}+\frac{E_1-E_2}{L}\right]. \tag{11}$$

The first term in the bracket is a weighted mean of the activation energies, here 1.10 eV because $k_2$ dominates. The second is $0.3/6.21=0.05$ eV: heating also lowers the ratio $k_2/k_1$, since $E_1>E_2$. Near 350 K the peak time therefore behaves as if it had an activation energy of 1.15 eV.

Inserting the shifted constants in (6) gives 100 days at 352 K and 154 days at 348 K. An error of 2 K thus changes the peak time by about a fifth to a quarter of its value at 350 K.

At 330 K the peak moves to about 1240 days, ten times later. The 1% limit moves from 36 to about 420 days, a factor of nearly twelve. The early stage gains more because it depends more strongly on $k_1$, which has the larger activation energy. These figures assume that the same two channels and activation energies hold over the whole 20 K.

## (h) Effects left out of the model

**Question.** Estimate how the example changes if the liquid shrinks, precursor is drawn off, the temperature varies over the depth, heat is released, or gas is trapped. Which assumptions fail first?

**Solution.**

*Shrinkage.* Let the product occupy 0.7 of the molar volume of the precursor, with ideal mixing. The volume is then $V_0(1-0.3x)$, and the catalyst concentration rises by the inverse factor:

$$\frac{dx}{dt}=\left(k_1+\frac{k_2x}{1-0.3x}\right)(1-x).$$

Numerical maximisation of this rate puts the peak at $x=0.544$, and numerical integration of $dt=dx/(dx/dt)$ puts it at 123 days. The peak lies at higher conversion, but every conversion is reached sooner. In this example the two changes nearly cancel in the time.

*Withdrawal.* Let vapour be drawn off at a constant $w=0.002$ of the initial charge per day, while the product stays behind. Let $n$ be the amount of liquid relative to the initial charge, and $y$ the mole fraction of product. For equal molar volumes the reaction makes product at the rate $nf(y)$, and $dn/dt=-w$. Since the amount of product is $ny$,

$$n\frac{dy}{dt}+y\frac{dn}{dt}=nf(y)\quad\Longrightarrow\quad\frac{dy}{dt}=f(y)+\frac{wy}{n}.$$

The added term is positive: withdrawal concentrates the catalyst. The rate per mole of liquid, $f(y)$, still peaks at $y=x_*$, but this composition is reached earlier. Numerical integration gives 119 days instead of 124, when $n=1-0.002\times119=0.76$. The total loss rate $nf(y)$ peaks slightly earlier, at 117 days, because $n$ is falling. This draw is slow, since it would take 500 days to empty the canister, and the shift grows quickly with $w$: the peak of $f(y)$ comes at 104 days for $w=0.006$ and at 84 days for $w=0.010$ per day. The time to $y=0.01$ changes less, from 36 days to 35 days for $w=0.002$ and to 32 days for $w=0.010$.

*Uneven temperature.* Consider a liquid 5 cm deep with a linear temperature difference of 2 K from bottom to top, about a mean of 350 K. The product diffuses with coefficient $D=10^{-5}$ cm²/s, and there is no stirring. Equation (1) with diffusion, integrated numerically in 30 layers, puts the peak of the depth-averaged rate only 0.3 day earlier than in the uniform liquid. Slower diffusion makes the shift larger but leaves it small: 0.7 day for $D=10^{-6}$ cm²/s and 1.2 days with no diffusion. In a liquid at rest, reversing the temperature difference merely mirrors the layer and leaves the average unchanged, so the shift has no term linear in the difference. In a real canister a warmer bottom can drive convection, which carries heat as well as product. To the extent that it evens out the temperature and the composition, it brings the liquid closer to the uniform case. An error in the mean temperature has no such protection, as part (g) shows.

*Heat.* Let each decomposition release 0.5 eV in a charge of 0.3 mol. At the peak, the heating power is the number of molecules times 0.5 eV times $R$, or 2.1 mW. With a heat loss of 0.2 W/K to the thermostat, the steady temperature rise is $0.0021/0.2\approx0.01$ K, which is negligible. Without any heat loss, and with a heat capacity of 500 J/(mol K), full conversion would warm the liquid by about 96 K. The constant-temperature model therefore depends on thermal contact. For canisters of similar shape, the heat source grows with volume but the cooling surface grows more slowly, so a small canister does not prove a large one safe.

*Gas.* Suppose that each event also releases one gas molecule into a sealed headspace of 100 cm³. If the gas is ideal and none dissolves or condenses, its pressure is

$$P=\frac{n_0xR_gT}{V_h},$$

where $n_0=0.3$ mol, $V_h$ is the headspace volume and $R_g$ is the gas constant. This gives about 650 Torr at 1% conversion and about $3.3\times10^4$ Torr at the peak. The pressure does not enter equation (1), so this estimate alone does not change the calculated peak. The second value is about 43 atmospheres, however. At such a pressure a canister may leak or fail, and it becomes doubtful that no gas dissolves and that no reverse reaction occurs. The late stage of the model is safer to apply if the gas escapes or if little gas is made.

*Limited solubility.* Suppose that only dissolved product is catalytic, and that it saturates at $x_s<x_*$. Up to $x_s$ the rate rises as before. Beyond it, the rate is $(k_1+k_2x_s)(1-x)$, which falls. The maximum then comes at $t(x_s)$ from (5), not at $t_*$. For $x_s=0.01$ this is day 36 instead of day 124, a far larger change than shrinkage or withdrawal makes here.

*The real case.* A temperature of 350 K and a charge of some tenths of a mole were chosen as plausible for a heated canister of a liquid metal-organic precursor. The rate constants and activation energies are round model values, not data for a compound. Stabilities differ by orders of magnitude between precursors, and one that loses 1% in 36 days at its delivery temperature would be a poor choice for long use. Real canisters are drawn from and have imperfect temperature control. For the numbers used here, withdrawal moves the peak of the rate per mole of liquid by about 4% (by about a third if the draw is five times faster), and a 2 K error by about 20 to 25%. Limited solubility can replace the calculated peak by a much earlier one, and gas build-up in a sealed canister can make the assumptions of the model doubtful. For storage decisions the useful quantity is the time to a stated purity limit. For a charge from which nothing is drawn, equation (5) gives it if measurements at the storage temperature show that the precursor follows the rate law (1) up to that limit; initial product is then included through $t(x)-t(x_0)$. Wall reactions or moisture, for example, can make the rate law different.
